\section*{Speed extension orthogonal to the level-set gradient keeps signed distance, part 2}

A moving front, such as an etched surface, is described as the zero set of a function $\phi(\mathbf x,t)$, with $\phi>0$ in the solid. The physics gives the normal speed $F$ only on the front, and positive $F$ means removal of material. A field $F(\mathbf x,t)$ that agrees with this speed at $\phi=0$ is called an extension. The question is which extension keeps $\phi$ a signed distance.

Here $t$ is time, $g=|\nabla\phi|$ and $\mathbf n=\nabla\phi/g$. The subscript in $\phi_t$ or $\phi_z$ denotes a partial derivative, while $n_x$ and $n_z$ are components of $\mathbf n$. In the groove example $z$ is depth, measured downward from the initial surface $z=0$; lengths are in nm and times in s.

In a band $|\phi|<d$ around the front, the motion is assumed smooth, with $g>0$, and $\phi$ obeys the level-set equation
\begin{equation}
\phi_t+F|\nabla\phi|=0 .
\label{eq:ls}
\end{equation}
If $g=1$ throughout the band at $t=0$, it stays so if and only if the extension is orthogonal, that is,
\begin{equation}
\nabla F\cdot\nabla\phi=0
\label{eq:orth}
\end{equation}
throughout the band and the time interval. Then $\phi$ is the signed distance to the front. For any smooth extension, a point $\mathbf X(t)$ moving with velocity $F\mathbf n$ keeps its value of $\phi$, and along its path
\begin{equation}
g(\mathbf X(t),t)=g(\mathbf X(0),0)\,
\exp\left[-\int_0^t\mathbf n\cdot\nabla F\;dt'\right],
\label{eq:exp}
\end{equation}
with the integrand taken at $(\mathbf X(t'),t')$. If $g_{\min}\le g\le g_{\max}$ in the band, the distance to the front satisfies
\begin{equation}
\frac{|\phi|}{g_{\max}}\;\le\;\text{distance}\;\le\;\frac{|\phi|}{g_{\min}} .
\label{eq:bounds}
\end{equation}

\section{Constructing the extension, and a milled groove}

The symbols carried over are these. The front is the zero set of $\phi$, with $g=|\nabla\phi|$ and $\mathbf n=\nabla\phi/g$ pointing into the solid, and $\phi_t+Fg=0$ in a band around the front. Points moving with velocity $F\mathbf n$ keep their level, and along them
\begin{equation}
g(t)=g(0)\exp\left[-\int_0^t\mathbf n\cdot\nabla F\,dt'\right].
\label{eq:law2}
\end{equation}
If $g=1$ at the start, it stays one exactly when $\nabla F\cdot\nabla\phi=0$, and $\phi$ is then the signed distance. If $g$ lies between $g_{\min}$ and $g_{\max}$, the distance lies between $|\phi|/g_{\max}$ and $|\phi|/g_{\min}$.

We have not yet shown that an orthogonal extension exists for a given moving front. Let $\phi(\mathbf x,t)$ now be defined as the signed distance to the front, and let $\mathbf y(\mathbf x,t)$ be the front point closest to $\mathbf x$. The segment joining them is normal to the front, so
\begin{equation}
\mathbf x=\mathbf y+\phi\,\mathbf n(\mathbf y,t).
\label{eq:xy}
\end{equation}
Assume for the moment that $\mathbf y$ is unique and smooth. Differentiate \eqref{eq:xy} along a fixed unit vector $\mathbf e$ and take the scalar product with $\mathbf n$. The change of $\mathbf y$ is tangent to the front and drops out, and so does the change of $\mathbf n$, because $|\mathbf n|=1$. What remains is $\mathbf e\cdot\mathbf n=\mathbf e\cdot\nabla\phi$ for every $\mathbf e$, hence $\nabla\phi=\mathbf n(\mathbf y,t)$ and $g=1$. Next differentiate \eqref{eq:xy} in time at fixed $\mathbf x$:
\begin{equation}
0=\frac{\partial\mathbf y}{\partial t}+\phi_t\,\mathbf n+\phi\,\frac{d\mathbf n}{dt}.
\end{equation}
The scalar product with $\mathbf n$ removes the last term. The point $\mathbf y$ remains on the front, so its normal velocity is the front speed, $\mathbf n\cdot\partial\mathbf y/\partial t=F(\mathbf y,t)$. Therefore
\begin{equation}
\phi_t(\mathbf x,t)=-F(\mathbf y(\mathbf x,t),t).
\label{eq:ext}
\end{equation}
With $g=1$ this is the level-set equation for the speed field $F_{\rm ext}(\mathbf x,t)=F(\mathbf y(\mathbf x,t),t)$. All points on one normal share the same $\mathbf y$, so $F_{\rm ext}$ is constant along normals and $\nabla F_{\rm ext}\cdot\nabla\phi=0$. Each point off the front takes its speed from the nearest front point.

The construction fails where $\mathbf y$ ceases to be unique or smooth. In two dimensions, let $\ell$ be the arc length of the front, $\mathbf T$ its unit tangent and $\kappa$ its curvature, defined by $d\mathbf n/d\ell=\kappa\mathbf T$. Moving along the front at a fixed distance $s$ from it gives
\begin{equation}
\frac{\partial}{\partial\ell}\left(\mathbf y+s\,\mathbf n\right)=(1+s\kappa)\,\mathbf T ,
\end{equation}
which vanishes at $s=-1/\kappa$. There neighbouring normals meet, at the centre of curvature. Distant parts of the front can spoil uniqueness even earlier. The largest distance up to which closest points are unique is called the reach of the front, and the band must be narrower. For a circular pillar of radius $R(t)$ that is etched from its side, the reach is $R(t)$. It shrinks to zero as the pillar disappears, and no band of fixed width survives until then.

Consider now a groove milled in silicon by a gallium ion beam of 30~keV, swept along a line. The beam current is $I=100$~pA, the line length $L=5000$~nm, and the beam profile across the line is Gaussian with $\sigma=200$~nm. The sputter yield is taken as $Y=2$ silicon atoms per ion, independent of the angle of incidence, and the atom density of silicon is $N=49.94$~nm$^{-3}$. With $e$ the elementary charge, the ion flux at the centre is
\begin{equation}
J_0=\frac{I}{e\,L\,\sqrt{2\pi}\,\sigma}=249.0\ \mathrm{nm^{-2}\,s^{-1}} .
\end{equation}
Each ion removes a volume $Y/N$, so the surface at the centre descends with
\begin{equation}
V_0=\frac{J_0Y}{N}=\frac{249.0\times2}{49.94}\ \mathrm{nm/s}=9.97\ \mathrm{nm/s}.
\end{equation}
The beam is vertical, and the number of ions per horizontal area does not depend on the slope of the surface. At lateral position $x$ the surface therefore descends with $V(x)=V_0e^{-x^2/2\sigma^2}$, and the groove is $z=V(x)t$. After 10~s its depth is $D_0=99.7$~nm. The normal speed of a surface that descends with $V$ is $F=Vn_z$.

This expression can be evaluated off the surface as it stands, with the local $\mathbf n$. We call that the direct extension. Since $n_zg=\phi_z$, the level-set equation becomes $\phi_t+V(x)\phi_z=0$. With $\phi=z$ at the start,
\begin{equation}
\phi=z-V(x)t,\qquad g=\sqrt{1+(V't)^2},
\label{eq:direct}
\end{equation}
where a prime is a derivative in $x$. All levels are copies of the groove displaced vertically. On a sloping wall, copies with a fixed vertical separation are closer together than that separation, and this is why $g>1$. The slope $|V't|=(D_0|x|/\sigma^2)e^{-x^2/2\sigma^2}$ is largest at $|x|=\sigma$, where
\begin{equation}
|V't|=\frac{D_0}{\sigma\sqrt e}=\frac{99.72}{200\times1.6487}=0.3024,
\qquad g=\sqrt{1+0.3024^2}=1.0447 .
\end{equation}

The violation of orthogonality can be written down as well. The field $F=V/g$ depends on $x$ and $t$ only, and $n_x=-V't/g$. With $\partial g/\partial x=V'V''t^2/g$,
\begin{equation}
\mathbf n\cdot\nabla F=n_x\left(\frac{V'}{g}-\frac{V}{g^2}\frac{\partial g}{\partial x}\right)
=-\frac{V'^2t}{g^2}\left(1-\frac{VV''t^2}{g^2}\right).
\end{equation}
At $x=\sigma$ the second derivative of the Gaussian is zero. There $V'^2t=(V't)^2/t=0.3024^2/(10\ \mathrm s)$, and division by $g^2=1.0914$ gives $\mathbf n\cdot\nabla F=-8.38\times10^{-3}$~s$^{-1}$ at the end of milling, in agreement with the value from finite differences.

The exponential law \eqref{eq:law2} was tested on this field. A point starting at $x=180$~nm, $z=20$~nm and moving with $F\mathbf n$ arrives after 10~s at $x=189.4$~nm, $z=83.7$~nm. Its level is still 20~nm. The integral of $\mathbf n\cdot\nabla F$ along its path is $-0.043516$, so the law predicts $g=e^{0.043516}=1.044476$. Equation \eqref{eq:direct}, evaluated at the end point, gives the same six decimals.

For the orthogonal extension we need to know that a band of half-width 60~nm lies within the reach. The curvature is largest at the bottom of the groove, where its radius is
\begin{equation}
R=\frac{\sigma^2}{D_0}=\frac{200^2}{99.72}\ \mathrm{nm}=401\ \mathrm{nm},
\end{equation}
with the centre on the vacuum side. On the solid side the smallest radius is 947~nm. To exclude a second closest point, let $(x,z)$ be in the band and $(p,D(p))$ run along the groove, with $D=Vt$. Because the slope is at most 0.3024, the vertical gap between $(x,z)$ and the groove is at most $60\times1.0447\approx63$~nm, and so $|D(p)-z|$ is at most about $63+100=163$~nm. At a closest point the derivative of the squared distance vanishes, $(p-x)+(D-z)D'=0$, which requires $|p-x|\le0.3024\times163\approx49$~nm. All candidates are then within $\sqrt{49^2+163^2}\approx170$~nm of $(x,z)$. The second derivative of half the squared distance with respect to arc length is at least $1-170/401>0$ there, so only one candidate exists. At earlier times the groove is shallower and less curved, and the argument holds all the more.

The loss of uniqueness outside the band can be seen on the axis of the groove. Near the bottom, $D\approx D_0-x^2/2R$. A point at height $s$ above the bottom has the squared distance
\begin{equation}
x^2+\left(s-\frac{x^2}{2R}\right)^2= s^2+x^2\left(1-\frac sR\right)+O(x^4)
\end{equation}
to the groove. For $s>R$ the bottom is no longer the nearest point. A search over the whole groove confirms this: at $s=0.95R$ the closest point is the bottom, and at $s=1.05R$ there are two, at $x=\pm56$~nm. The distance function has a crease there.

Inside the band, the closest-point construction was tested at eight points, 50~nm above and below the groove at $x=-250$, $-100$, 60 and 200~nm, with distances found by minimization. Finite differences gave $|\nabla\phi|=1$ to within $8\times10^{-9}$, $\phi_t=-F(\mathbf y)$ to within $4\times10^{-7}$~nm/s, and $|\mathbf n\cdot\nabla F_{\rm ext}|$ at most about $2\times10^{-9}$~s$^{-1}$.

A grid calculation does not know the distance beforehand. From each node one can follow the gradient curve
\begin{equation}
\frac{d\mathbf x}{ds}=\frac{\nabla\phi}{|\nabla\phi|^2},\qquad \frac{d\phi}{ds}=1,
\end{equation}
from $s=0$ to $s=-\phi$, where it meets the front, and assign to the node the speed found there. This field is constant along gradient curves whether or not $\phi$ is a distance, so the preservation of distance is a genuine outcome of the run. The groove was computed in this way with the extension rebuilt at every evaluation of $\phi_t$. Over the nodes with $|\phi|\le60$~nm and $|x|\le3\sigma$, the largest deviation of $|\nabla\phi|$ from one after 10~s was $2.8\times10^{-5}$ on a grid of 20~nm and $7.8\times10^{-6}$ on a grid of 10~nm, with the time step held fixed. The ratio is 3.5, near the factor of four expected of second-order differences, though two grids do not establish an order. The direct extension on the finer grid gave a deviation of 0.0447, as \eqref{eq:direct} predicts. This deviation belongs to the differential equation, and a finer grid does not remove it.

What the deviation means for a length is seen at the point 50~nm vertically below the wall at $x=\sigma$. Its true distance from the groove is 47.87~nm. The orthogonal run gives $\phi=47.87$~nm and the direct run 50.00~nm, which is 4.5\% too large relative to the true distance. The general bounds, with $g$ between 1 and 1.0447, place the distance between 47.86 and 50~nm. The wall is nearly straight at its inflection, which is why the lower bound is almost reached.

The position of the front itself tells a different story. Its largest error on the 10~nm grid, measured by $|\phi|$ on the known groove, is $1.8\times10^{-3}$~nm with the orthogonal extension and $5\times10^{-6}$~nm with the direct one. The direct run is better here for a special reason. Its solution $z-V(x)t$ is linear in $z$ and in $t$, so the differences in $z$ and the time steps reproduce it without error at the nodes, and only interpolation between nodes contributes. Both errors are negligible beside the depth. The orthogonal extension is thus not needed to place this front correctly. It is useful when $\phi$ is to be read as a length without recomputing the distance, for instance to set the width of the band. It also matters for curvature: $\nabla^2\phi=\nabla\cdot(g\mathbf n)=g\,\nabla\cdot\mathbf n+\mathbf n\cdot\nabla g$ equals the curvature $\nabla\cdot\mathbf n$ if $g=1$ in the band.

The current, energy and yield are roughly typical of gallium milling. The beam is deliberately wide: such beams can be focused to a few tens of nanometres, and $\sigma=200$~nm means strong defocusing. For $\sigma=20$~nm and the same depth, the model's formulas give a slope of 3.0, $g=3.2$ and a radius of 4~nm at the bottom, so the direct extension would distort distances by up to a factor of about three, on the steepest part of the wall, and the band would have to be narrower than 4~nm. These figures describe the model's geometry only. The steepest wall then stands at about $72^\circ$, where the rough angular law given below makes the yield some seven times larger, and the ion range is several times the radius, so a real groove cut by so narrow a beam would not have this shape. The model also leaves out several effects of real milling, whose sizes can be estimated for our groove. If the yield rises with the angle of incidence $\theta$ as $(\cos\theta)^{-1.7}$, a rough law, it is 7.7\% higher on the steepest wall of our groove. The change of sputtering with curvature scales as the ion range over the radius, here $28/401=7\%$, times a factor that depends on how the ion energy is spread in the solid and is not computed here. If sputtered atoms leave with a cosine distribution and stick where they land, 2.4\% of those from the bottom are caught by the walls. Retained gallium could matter more, and an upper estimate is simple. If every ion stays until the surface has receded by one range, and each adds the volume of one silicon atom, the surface at the centre swells by $28/2=14$~nm, or 14\% of the depth there. If the number of silicon atoms removed per ion at normal incidence is known, and stays the same as gallium collects in the surface, these estimates suggest an error of perhaps ten or twenty per cent in the computed depth at the centre; an error in that yield changes the depth in proportion. On the outer flanks the shape is less certain. Where less than one range has been removed, the same upper estimate keeps every ion in place, and since each ion removes two atoms and adds the volume of one, the swelling is half the removed depth. These corrections change the speed on the front. They leave the extension argument as it is, provided that the corrected front still moves smoothly and the band stays within its reach.

\section*{Values computed for the example and the checks}
\begin{verbatim}
beam current: 100 pA
line length: 5000 nm
beam width sigma: 200 nm
sputter yield (rough): 2.0 atoms/ion
silicon atom density: 49.94 nm^-3
peak ion flux: 249.0 nm^-2 s^-1
peak milling speed V0: 9.972 nm/s
milling time: 10 s
groove depth: 99.72 nm
largest wall slope: 0.3024
characteristic start x, z: 180.0, 20.0 nm
characteristic end x, z: 189.364, 83.697 nm
level at its end: 20.000000 nm
integral of n.grad F along it: -0.043516
|grad phi| from exponential law: 1.044476
|grad phi| from known phi: 1.044476
distance test, max ||grad phi|-1|: 7.5e-09
distance test, max |phi_t+F(y)|: 3.1e-07 nm/s
distance test, max |n.grad F_ext|: 2.0e-09 1/s
direct |n.grad F| at x=200 nm: 8.379e-03 1/s
tested band half-width: 60 nm
orthogonal, gradient error, 20 nm grid: 2.75e-05
orthogonal, gradient error, 10 nm grid: 7.79e-06
ratio of these errors: 3.53
direct, gradient error, 10 nm grid: 0.0447
direct, gradient error, formula: 0.0447
orthogonal, front error, 10 nm grid: 1.8e-03 nm
direct, front error, 10 nm grid: 4.9e-06 nm
orthogonal, max phi-distance gap: 2.0e-03 nm
point 50 nm below wall at x=sigma, distance: 47.866 nm
same point, phi of orthogonal run: 47.867 nm
same point, phi of direct run: 50.000 nm
smallest radius, vacuum side: 401.1 nm
smallest radius, solid side: 947.0 nm
closest |x| from axis at 0.95 radius: 0.0 nm
closest |x| from axis at 1.05 radius: 56.3 nm
ion range (rough): 28 nm
yield angle exponent (rough): 1.7
neglected yield rise on wall: 7.7 %
neglected range/radius effect: 7.0 %
neglected redeposition from bottom: 2.4 %
neglected swelling, upper estimate: 14.0 nm
swelling relative to depth: 14.0 %
\end{verbatim}
